# Clearing a raised step with an ideal rigid polishing pad

## Problem

A silicon dioxide film covers a pattern of wiring, so its surface has flat raised areas and a flat floor between them. The raised areas stand $h_0=500$ nm above the floor, have vertical sidewalls, and cover a fraction $\rho=0.5$ of the surface. This fraction is the pattern density. It refers to the surface being polished, which need not have the same density as the wiring beneath it.

The wafer is pressed against a moving pad at nominal pressure $P_0=30$ kPa, meaning total load divided by total wafer area, and at relative speed $v=1.0$ m/s. On an unpatterned (blanket) wafer of the same oxide, this pressure and speed remove $K=200$ nm/min.

Assume the following:

- The local removal rate is proportional to local pressure times speed (Preston's equation), and material is removed only where the pad touches.
- Load and speed stay constant.
- The pad is rigid, flat and parallel to the wafer.

Find

1. the pressure and the removal rate on the raised areas;
2. the step height as a function of time, and the time at which the step is gone;
3. a check of that time which does not use the local pressure;
4. for a real pad with Young modulus $E=300$ MPa, Poisson ratio $\nu=0.3$ and a line pattern of period $L=100$ µm, the distance by which the pad bulges into the gaps.

## Hints

**Hint 1.** The total load is the same on a patterned wafer as on a blanket one. Which part of the surface carries it?

**Hint 2.** The step height is the difference of two heights. Write down how fast each of them falls.

**Hint 3.** For the check, ask how much volume is removed per minute from a unit of wafer area, averaged over raised and low parts.

**Hint 4.** For the bulge, treat the pad as a deep elastic block. Find how its surface responds to a pressure $p\cos kx$, then build the pressure of the raised strips from such waves.

## Solution

### 1. Pressure and rate on the raised areas

Preston's equation for the local rate is

$$R=k_pPv ,$$

with a constant $k_p$ set by the film, pad and slurry. On the blanket wafer $P=P_0$, so $K=k_pP_0v$ and

$$k_p=\frac{K}{P_0v}=\frac{200\times10^{-9}\ \text{m}/60\ \text{s}}{(30\times10^{3}\ \text{Pa})(1.0\ \text{m/s})}=1.11\times10^{-13}\ \text{Pa}^{-1}.$$

Dividing the two equations removes $k_p$ and $v$:

$$R=K\,\frac{P}{P_0}.$$

On the patterned wafer the rigid pad rests on the raised areas alone. They share one height and wear equally, so take their pressure to be a uniform $P_\text{up}$. On a wafer area $A$ the load is $P_0A$, and it is carried by the area $\rho A$:

$$P_\text{up}\,\rho A=P_0A\quad\Rightarrow\quad P_\text{up}=\frac{P_0}{\rho}=\frac{30}{0.5}=60\ \text{kPa}.$$

The rate there is

$$R_\text{up}=\frac{K}{\rho}=\frac{200}{0.5}=400\ \text{nm/min}.$$

### 2. Step height and clearing time

The tops fall at $K/\rho$ and the untouched floor does not move, so

$$\frac{dh}{dt}=-\frac{K}{\rho}.$$

With vertical sidewalls $\rho$ is the same at every height. The right side is then constant, and

$$h(t)=h_0-\frac{Kt}{\rho}.$$

After 1 min the step is $500-400=100$ nm. Setting $h=0$ gives the clearing time

$$t_c=\frac{\rho h_0}{K}=\frac{0.5\times500}{200}=1.25\ \text{min}=75\ \text{s}.$$

Two other combinations of the same numbers are wrong for identifiable reasons. The quotient $h_0/K=2.50$ min leaves out the concentration of the load on half the area. The quotient $h_0/(\rho K)=5.00$ min applies the density in the wrong direction, as if a smaller contact area lowered the pressure.

The limits behave as they should. As $\rho\to1$, the time tends to $h_0/K$, the time to remove a blanket layer of thickness $h_0$. As $\rho\to0$, the time tends to zero, but the pressure $P_0/\rho$ grows without bound. A rigid pad and a linear removal law cannot both be trusted there.

### 3. Check by volume

Average the removal rate over the whole surface:

$$\langle R\rangle=K\,\frac{\langle P\rangle}{P_0}=K .$$

The pattern changes where material is removed, but not how much is removed per minute. This follows from the linear law, because the average of $P$ is fixed by the load. The material standing above the floor has volume $\rho h_0=250$ nm per unit area, and at 200 nm/min it takes 1.25 min to remove.

The volume argument also covers sloping sidewalls. Let $\rho(z)$ be the fraction of the surface that is solid at height $z$ above the floor. When the tops have been worn down to $z$, they fall at $K/\rho(z)$, so

$$t_c=\frac1K\int_0^{h_0}\rho(z)\,dz .$$

If $\rho$ grows linearly from 0.4 at the top to 0.6 at the base, its mean is 0.5 and the time is again 1.25 min. The density seen from above at the start, 0.4, would have given 1.00 min.

Both cases were also followed numerically, with a surface of 200 cells under a pad of very stiff springs, where the load decides which cells are in contact. With vertical walls the step fell to 5 nm in 1.238 min, against $0.99\,t_c=1.2375$ min from the formula. With the sloping walls the same point came at 1.236 min. The formula gives about $1.25-0.6\times5/200=1.235$ min, since the density near the base is close to 0.6.

### 4. How far the pad bulges into the gaps

Let the pad fill $z>0$, with its surface at $z=0$ and tensile stress counted positive. Neglect friction, and take the lines as long, so that nothing varies along them (plane strain). For a surface pressure $p\cos kx$, try the stress function

$$\phi=\frac{p}{k^2}(1+kz)e^{-kz}\cos kx .$$

It gives the stresses

$$\sigma_{zz}=\frac{\partial^2\phi}{\partial x^2}=-p(1+kz)e^{-kz}\cos kx,$$

$$\sigma_{xx}=\frac{\partial^2\phi}{\partial z^2}=-p(1-kz)e^{-kz}\cos kx,$$

$$\sigma_{xz}=-\frac{\partial^2\phi}{\partial x\,\partial z}=-pkz\,e^{-kz}\sin kx .$$

Stresses derived from a stress function in this way satisfy force balance. Elastic compatibility requires in addition that $\nabla^2\phi=\sigma_{xx}+\sigma_{zz}=-2p\,e^{-kz}\cos kx$ obey Laplace's equation, which it does. At $z=0$ the shear stress vanishes and $\sigma_{zz}=-p\cos kx$, as required.

In plane strain the strain along the lines is zero, which fixes $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. Inserting this in Hooke's law gives

$$\varepsilon_{zz}=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}=\frac1{E^*}\left(\sigma_{zz}-\frac{\nu}{1-\nu}\sigma_{xx}\right),\qquad E^*=\frac{E}{1-\nu^2}.$$

The wave's displacement vanishes deep in the pad, so the surface is pushed inward by

$$u=-\int_0^\infty\varepsilon_{zz}\,dz=\frac{2p}{E^*k}\cos kx .$$

This uses $\int_0^\infty(1+kz)e^{-kz}dz=2/k$ and $\int_0^\infty(1-kz)e^{-kz}dz=0$.

Now let strips of width $\rho L$, one of them centred at $x=0$, carry the pressure $P_0/\rho$. An elastic pad on perfectly flat tops presses harder near their edges, so the edges wear first. Once the tops have rounded enough to fall at one rate everywhere, Preston's equation makes the pressure uniform across each strip, and this worn state is the one computed here. On tops that are still flat the bulge is smaller, $0.561\,P_0L/E^*=5.1$ nm for $\rho=0.5$ and $L=100$ µm. The wave with $k_n=2\pi n/L$ has the amplitude

$$p_n=\frac2L\int_{-\rho L/2}^{\rho L/2}\frac{P_0}{\rho}\cos\frac{2\pi nx}{L}\,dx=\frac{2P_0\sin(n\pi\rho)}{n\pi\rho}.$$

The mean pressure shifts the whole surface and causes no bulge. Between the centre of a strip, $x=0$, and the centre of a gap, $x=L/2$, the cosine changes from $1$ to $(-1)^n$. Even $n$ therefore drop out and odd $n$ count twice:

$$\delta=\sum_{n\ \text{odd}}2\cdot\frac{2p_n}{E^*k_n}=\frac{4P_0L}{\pi^2\rho E^*}\sum_{n\ \text{odd}}\frac{\sin(n\pi\rho)}{n^2}.$$

For $\rho=0.5$ this is $\delta=0.742\,P_0L/E^*$. With $E^*=300/(1-0.09)=330$ MPa,

$$\delta=0.742\times\frac{(30\times10^{3}\ \text{Pa})(100\times10^{3}\ \text{nm})}{330\times10^{6}\ \text{Pa}}\approx6.8\ \text{nm}.$$

In this estimate the bulk pad first meets the floor when about 7 nm of the 500 nm step remains. This step is measured at the centre of a strip; at the rounded edge it is about half as large. Until then the floor is untouched and the rate averaged over the tops is $K/\rho$, although the centre of a strip starts more slowly, near 280 nm/min, until the tops have rounded. The bulge is proportional to the period: at $L=1000$ µm, with everything else fixed, it is 68 nm, or 14% of the initial step. The estimate needs a pad much thicker than $L/2\pi$, the depth over which the longest wave decays.

### The numbers beside a real process

Pressures of some tens of kPa, speeds near 1 m/s and oxide rates of a few hundred nm/min are rough typical values for polishing with a hard polyurethane pad. The modulus of 300 MPa is likewise a rough value. The flatness of the pad surface is a weak assumption: a real pad is rough, and its asperities can reach the floor long before the bulk pad does. Variation A shows that, for an assumed roughness length of 100 nm, about 96 nm of step would remain at 1.25 min. The ideal time is therefore a lower estimate for such a pad. A departure from Preston's law changes the time too. If the rate varies as $K(P/P_0)^a$, the tops fall at $K\rho^{-a}$ and $t_c=h_0\rho^a/K$. For $a=0.9$ this is 1.34 min, 7% longer than the linear result.

## Variation A: a rough pad

*The pad's mean plane stays flat, but it carries independent asperities whose heights $s$ have a distribution proportional to $e^{-s/\lambda}$ in the range that makes contact. How does the step now decay?*

If the mean plane is a distance $d$ from the surface, asperities with $s>d$ touch and are compressed by $w=s-d$. Let each push back with a force $f(w)$. The pressure is then

$$P(d)\propto\int_d^\infty f(s-d)\,e^{-s/\lambda}ds=e^{-d/\lambda}\int_0^\infty f(w)\,e^{-w/\lambda}dw .$$

The last integral does not depend on $d$. The floor is farther from the pad by $h$, so $P_\text{down}=qP_\text{up}$ with $q=e^{-h/\lambda}$, whatever the force law $f$. Load balance reads $\rho P_\text{up}+(1-\rho)qP_\text{up}=P_0$, and the step falls at the difference of the two rates:

$$\frac{dh}{dt}=-K\,\frac{P_\text{up}-P_\text{down}}{P_0}=-K\,\frac{1-q}{\rho+(1-\rho)q}.$$

To integrate, write the numerator of the inverted fraction as $\rho+(1-\rho)q=\rho(1-q)+q$:

$$K\,dt=-\left(\rho+\frac{q}{1-q}\right)dh .$$

Since $\dfrac{d}{dh}\ln(1-e^{-h/\lambda})=\dfrac1\lambda\,\dfrac{q}{1-q}$, integration from $h_0$ down to $h$ gives

$$Kt=\rho(h_0-h)+\lambda\ln\frac{1-e^{-h_0/\lambda}}{1-e^{-h/\lambda}} .$$

For $\lambda\to0$ at fixed $h>0$ the logarithm vanishes and the rigid result returns. For $h\ll\lambda$ the rate equation becomes $dh/dt\approx-Kh/\lambda$. The end of the decay is exponential, and the step reaches zero at no finite time. A clearing time then needs a target, here 50 nm. For $\lambda=100$ nm,

$$t=\frac{0.5\times450+100\ln(0.993/0.393)}{200}\approx1.59\ \text{min},$$

against 1.125 min for the rigid pad. The table holds all else fixed; the values of $\lambda$ are assumed. They are effective lengths, not the measured roughness of a pad, which is typically micrometres. With $\lambda=1000$ nm the formula would leave about 390 nm of the step at 1.25 min. The model lets each asperity press on either a top or the floor, and so leaves out asperities broad enough to be held up by the tops on both sides of a gap.

| $\lambda$ (nm) | step left at 1.25 min (nm) | time to 50 nm (min) |
|---|---|---|
| 30 | 29 | 1.16 |
| 100 | 96 | 1.59 |
| 300 | 237 | 3.62 |

The floor is worn as well. At 1.25 min the removed volume is $Kt=\rho h_0$, so the mean surface height equals that of the original floor. The remaining tops contribute $\rho h$ to this mean, so the floor must have dropped by $\rho h$, which is 48 nm for $\lambda=100$ nm.

## Variation B: two densities on one chip

*One wide region has density 0.4 and another 0.6, with the same 500 nm step. The pad is rigid within each region but follows the surface from one to the other, so that each region carries the mean pressure $P_0$. What remains after polishing?*

Each region obeys the earlier result with its own density:

$$t_{0.4}=\frac{0.4\times500}{200}=1.00\ \text{min},\qquad t_{0.6}=\frac{0.6\times500}{200}=1.50\ \text{min}.$$

Once a region is flat, its height above the original floor follows from the volume balance as $\rho h_0-Kt$. At 1.50 min the sparse region stands at $200-300=-100$ nm and the dense one at $300-300=0$. The difference,

$$\Delta z=(0.6-0.4)\,h_0=100\ \text{nm},$$

does not contain $t$. Under the stated assumption of equal mean pressure, further polishing lowers both regions at the same rate $K$ and leaves the difference in place.

Equal mean pressure is a limiting case. By the result of section 4, a deep pad follows a surface wave of amplitude $\Delta z/2=50$ nm and period $W$ only if the pressure varies by $\pi E^*\Delta z/(2W)$ about its mean. For $E^*=330$ MPa this is 5 kPa at $W=10$ mm and 0.5 kPa at $W=100$ mm, to be compared with $P_0=30$ kPa. A pad about 1.3 mm thick is not deep at these periods, since $W/2\pi$ is 1.6 mm and 16 mm, so its backing decides. Bonded to a rigid backing it needs about 15 kPa. On a soft sub-pad of the same thickness, with an assumed modulus of 3 to 30 MPa, it needs only about 0.6 to 1.7 kPa at $W=10$ mm. The higher region is pressed harder in every case, so the difference comes out smaller than 100 nm: much smaller for a pad on a stiff backing, and only modestly smaller on a soft sub-pad or with compliant asperities.

A pad rigid across both regions would act differently. It would press equally on all raised areas. If the regions have equal area, the average density is 0.5, so both would clear together at 1.25 min with no difference in level. In both of these limits, the density that belongs in $t_c=\rho h_0/K$ is the average over the distance across which the pad stays flat.

The values used here are collected in the numerical output below.

## Computed results

```
Raised area fraction: 0.50
Initial step: 500 nm
Blanket rate: 200 nm/min
Nominal pressure: 30 kPa
Relative speed: 1.0 m/s
Preston coefficient: 1.11e-13 1/Pa
Pressure on raised areas: 60 kPa
Rate on raised areas: 400 nm/min
Removed volume per area: 250 nm
Ideal step after 1 min: 100 nm
Ideal clearing time: 1.25 min = 75 s
Wrong time using blanket rate: 2.50 min
Wrong time using rate rho*K: 5.00 min
Simulated time to 5 nm step: 1.238 min
Ideal time to 5 nm step: 1.2375 min
Simulated sloped-wall time to 5 nm: 1.236 min
Ideal time to 50 nm step: 1.125 min
Asperity tail length: 30 nm
  step left at ideal clearing time: 28.9 nm
  floor loss at that time: 14.4 nm
  time to 50 nm step: 1.156 min
Asperity tail length: 100 nm
  step left at ideal clearing time: 95.6 nm
  floor loss at that time: 47.8 nm
  time to 50 nm step: 1.588 min
Asperity tail length: 300 nm
  step left at ideal clearing time: 237.1 nm
  floor loss at that time: 118.6 nm
  time to 50 nm step: 3.622 min
Pad Young modulus: 300 MPa
Pad Poisson ratio: 0.3
Pad plane-strain modulus: 330 MPa
Sag factor (times P0*L/E*): 0.742
Bulk pad sag, pitch 100 um: 6.8 nm
Bulk pad sag, pitch 1000 um: 67.6 nm
Pressure exponent tried: 0.9
Clearing time with it: 1.340 min
Clearing time at density 0.4: 1.00 min
Clearing time at density 0.6: 1.50 min
Level difference left between them: 100 nm
```
